# Steady-state NOE in three collinear spins: where does it vanish?

**Question**

I have three protons A, B and C on a straight line, with B between A and C. I saturate C and observe A. The molecule is rigid and tumbles isotropically, fast enough for extreme narrowing.

The direct A–C cross-relaxation should make A stronger. But saturating C also makes B stronger, and an enhanced B should make A weaker. So there ought to be a geometry where the two effects cancel. I tried equal spacing and got a clearly negative enhancement, and changing the common spacing doesn't help because it drops out. Where is the zero, and could I observe it? I also worry that the Solomon equations ignore cross-correlation between the dipolar couplings, which looks dangerous when all three couplings point the same way.

**Answer**

Equal spacing fixes the ratio of the distances, and that ratio is what you need to vary. I begin with the rates, because the factor between auto- and cross-relaxation decides where the zero lies.

**Rates for one pair**

In Gaussian units, with dimensionless spin operators, the dipolar Hamiltonian of spins $I$ and $S$ is

$$H=\frac{\gamma^2\hbar^2}{r^3}\left[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)\right],$$

where $\mathbf n$ is the unit vector along the pair, with polar angles $\theta,\phi$. Tumbling makes $H$ fluctuate with correlation function $e^{-|t|/\tau_c}$. In extreme narrowing, $\omega\tau_c\ll1$, the oscillating factor in the transition-rate integral is 1, and the integral over all $t$ gives $2\tau_c$:

$$W_{ab}=\frac{2\tau_c}{\hbar^2}\left\langle|H_{ab}|^2\right\rangle .$$

To find the matrix elements, write

$$\mathbf I\cdot\mathbf n=I_z\cos\theta+\tfrac12\sin\theta\,(I_+e^{-i\phi}+I_-e^{i\phi}),$$

and likewise for $S$. In units of $\gamma^2\hbar^2/r^3$, the magnitudes are:

- Both spins flip the same way: $\tfrac34\sin^2\theta$. Since $\langle\sin^4\theta\rangle=8/15$, the mean square is $3/10$.
- One spin flips and the other has $S_z=\pm\tfrac12$: $\tfrac34\sin\theta\cos\theta$. Since $\langle\sin^2\theta\cos^2\theta\rangle=2/15$, the mean square is $3/40$.
- The spins flip oppositely: $\tfrac12-\tfrac34\sin^2\theta=\tfrac14(3\cos^2\theta-1)$. Since $\langle(3\cos^2\theta-1)^2\rangle=4/5$, the mean square is $1/20$.

With $k=\gamma^4\hbar^2\tau_c$, doubling these gives

$$W_2=\frac{3k}{5r^6},\qquad W_1=\frac{3k}{20r^6},\qquad W_0=\frac{k}{10r^6}.$$

Now let $\delta I$ and $\delta S$ be the deviations of $\langle I_z\rangle$ and $\langle S_z\rangle$ from equilibrium. Single flips relax $\delta I$ at rate $2W_1$, opposite flips relax the difference $\delta I-\delta S$, and double flips relax the sum:

$$\frac{d\,\delta I}{dt}=-2W_1\delta I-W_0(\delta I-\delta S)-W_2(\delta I+\delta S).$$

Collecting terms, the auto- and cross-relaxation rates of the pair are

$$\rho=W_0+2W_1+W_2=\frac{k}{r^6},\qquad \sigma=W_2-W_0=\frac{k}{2r^6}.$$

**Three spins with C saturated**

Add the pair contributions, with no other relaxation (no leakage) for now:

$$\rho_A=\frac{k}{r_{AB}^6}+\frac{k}{r_{AC}^6},\qquad
\rho_B=\frac{k}{r_{AB}^6}+\frac{k}{r_{BC}^6}.$$

All three protons have the same equilibrium polarization $M_0$. Define $a=(A_z-M_0)/M_0$ and $b=(B_z-M_0)/M_0$. Saturation means $C_z=0$, so the fractional deviation of C is $-1$. Setting the time derivatives of A and B to zero gives

$$\rho_A a+\sigma_{AB}b=\sigma_{AC},\qquad
\sigma_{AB}a+\rho_B b=\sigma_{BC}.$$

The first equation separates your two effects:

$$a=\underbrace{\frac{\sigma_{AC}}{\rho_A}}_{\text{direct}}\;\underbrace{-\,\frac{\sigma_{AB}\,b}{\rho_A}}_{\text{indirect}} .$$

The direct part is the enhancement A would have if B were held at equilibrium. To eliminate $b$, multiply the first equation by $\rho_B$, the second by $\sigma_{AB}$, and subtract:

$$a=\frac{\sigma_{AC}\rho_B-\sigma_{AB}\sigma_{BC}}{\rho_A\rho_B-\sigma_{AB}^2}.$$

Both $\rho_A$ and $\rho_B$ exceed $k/r_{AB}^6=2\sigma_{AB}$, so the denominator is positive and the numerator fixes the sign. Inserting the rates,

$$\sigma_{AC}\rho_B-\sigma_{AB}\sigma_{BC}
=\frac{k^2}{2r_{AC}^6}\left(\frac1{r_{AB}^6}+\frac1{r_{BC}^6}\right)-\frac{k^2}{4r_{AB}^6r_{BC}^6}.$$

Multiplication by the positive quantity $4r_{AB}^6r_{BC}^6r_{AC}^6/k^2$ leaves $2(r_{AB}^6+r_{BC}^6)-r_{AC}^6$. The enhancement therefore vanishes if and only if

$$r_{AC}^6=2\left(r_{AB}^6+r_{BC}^6\right).$$

It is negative when $r_{AC}$ is larger than this and positive when it is smaller. The derivation has not used the straight line, so the condition also holds for a bent chain.

**The zeros on the line**

The condition makes $r_{AC}$ the longest distance, so on a line B must lie between A and C. Put $x=r_{AB}/r_{AC}$, so that $r_{BC}/r_{AC}=1-x$:

$$x^6+(1-x)^6=\tfrac12 .$$

The left side is 1 at both ends and $1/32$ in the middle, and its second derivative $30x^4+30(1-x)^4$ is positive. There are thus two solutions, mirror images about $x=1/2$, with $a<0$ between them.

To solve for them, set $x=(1+s)/2$ and $t=s^2$. Odd powers of $s$ cancel:

$$\frac{(1+s)^6+(1-s)^6}{64}=\frac{1+15t+15t^2+t^3}{32}=\frac12,$$

$$t^3+15t^2+15t-15=0.$$

The substitution $t=y-5$ removes the quadratic term and gives $y^3-60y+160=0$. With $y=4\sqrt5\cos\varphi$,

$$y^3-60y=80\sqrt5\,(4\cos^3\varphi-3\cos\varphi)=80\sqrt5\cos3\varphi,$$

so $\cos3\varphi=-2/\sqrt5$. The cubic in $t$ increases for $t>0$ and has one positive root, which is the largest root. It belongs to the principal value of the arccosine:

$$t=4\sqrt5\cos\left[\tfrac13\arccos\left(-\tfrac{2}{\sqrt5}\right)\right]-5=0.6112 .$$

The zeros are at $x=(1\pm\sqrt t)/2$, that is, $x=0.1091$ and $x=0.8909$. One neighbour distance must be 8.17 times the other.

**What cancels at each zero**

At a zero the first steady-state equation gives $b=\sigma_{AC}/\sigma_{AB}=x^6$.

When B is close to C, $(1-x)^6$ is about $2\times10^{-6}$, so $x^6\approx\tfrac12$ and $x\approx2^{-1/6}$. B then relaxes almost entirely through C and has $b\approx\tfrac12$. For A, $\rho_{AB}\approx2\rho_{AC}$, so the direct part is $\tfrac12/(2+1)=\tfrac16$. The indirect part is $-\tfrac16$. Two contributions of ordinary size cancel.

When B is close to A, those two relax each other rapidly and C hardly affects either. The direct and indirect parts are $\pm8.4\times10^{-7}$. The sign change is there mathematically, but the enhancement close to it is too small to measure on either side.

The ends of the line differ too. As $x\to1$, B and C become equally distant from A and $b\to\tfrac12$, so

$$a\to\frac{\tfrac12-\tfrac12\cdot\tfrac12}{2}=\frac18 .$$

As $x\to0$, the numerator of $a$ tends to $k^2/(4r_{AB}^6r_{AC}^6)$ and the denominator to $3k^2/(4r_{AB}^{12})$, so $a\to x^6/3$, which vanishes.

**Numbers for your chain**

Take $\tau_c=10$ ps, for which $k=5.696$ Å$^6$ s$^{-1}$. At a proton frequency of 400 MHz, $\omega\tau_c=0.025$ and $\sigma/\rho=0.4993$, so extreme narrowing is a good approximation.

For equal neighbour distances of 2.50 Å, $r_{AC}=5.00$ Å and the rates in s$^{-1}$ are

$$\rho_A=0.02370,\quad \rho_B=0.04666,\quad \sigma_{AB}=\sigma_{BC}=0.01167,\quad \sigma_{AC}=0.000182 .$$

In units of $k/r^6$, with $r$ the neighbour distance, these are $65/64$, $2$, $1/2$ and $1/128$. Hence

$$a=\frac{\frac{2}{128}-\frac14}{\frac{65}{32}-\frac14}=\frac{-15/64}{57/32}=-\frac{5}{38}=-0.132 .$$

The direct part is $+0.008$ and the indirect part $-0.139$. This is your negative result: doubling the distance cuts the direct cross-relaxation by 64, while B gains $b=0.283$ and passes its effect on at short range. The most negative value on the line is $-0.201$, at $x=0.604$.

Now build the zero with B near C, using $r_{BC}=1.80$ Å. Then $r_{AB}=8.166\times1.80=14.70$ Å and $r_{AC}=16.50$ Å. The relaxation rate of A falls to $8.5\times10^{-7}$ s$^{-1}$, and the slowest settling time is $1.2\times10^6$ s, about 14 days. These figures keep $\tau_c=10$ ps, which is too short for a molecule this long. A Stokes–Einstein sphere of 16.5 Å diameter in chloroform has $\tau_c\approx300$ ps, so $\omega\tau_c\approx0.8$ at 400 MHz and $\sigma/\rho\approx0.16$. Extreme narrowing then fails and the zero moves inward, as described in the last section. If A had even a small leakage rate of 0.01 s$^{-1}$, the direct part would drop from 0.167 to $1.4\times10^{-5}$. You would measure zero, but you would also measure practically zero at neighbouring geometries. The ideal collinear zero is therefore not a useful experimental target for these protons.

**Two other ways to get a zero**

The first is to bend the chain. For equal neighbour distances $r$, the general condition becomes $r_{AC}^6=4r^6$, or $r_{AC}=2^{1/3}r$. Since $r_{AC}=2r\sin(\theta_{ABC}/2)$,

$$\sin\frac{\theta_{ABC}}2=2^{-2/3},\qquad \theta_{ABC}=78.1^\circ .$$

For $r=2.50$ Å this means $r_{AC}=3.15$ Å. In units of $k/r^6$, $\rho_A=5/4$ and $\sigma_{AC}=1/8$, so the direct part is $+0.10$; with $b=1/4$ the indirect part is $-0.10$. The relaxation matrix of A and B has trace $13/4$ and determinant $9/4$, hence eigenvalues $1$ and $9/4$. The slower rate is half the $\rho_B$ quoted above, $0.0233$ s$^{-1}$, which gives a settling time of about 43 s. This zero is usable provided leakage is small: without leakage, two parts of 10% cancel, and the steady state is reached within minutes. A leakage rate of 0.01 s$^{-1}$ on both A and B would move the zero to about $81^\circ$, by the leakage formula below, and reduce the cancelling parts to about 6%. That leakage corresponds to a relaxation time of 100 s from all other sources. At 0.05 s$^{-1}$ the zero lies near $91^\circ$ with parts of about 2%, and at 0.1 s$^{-1}$ near $99^\circ$ with parts of only 0.7%.

The second is to keep the line straight and give B another relaxation path, with rate $\rho_B^*$. This weakens the relay. Replacing $\rho_B$ by $\rho_B+\rho_B^*$ in the numerator and multiplying through as before gives

$$r_{AC}^6=2(r_{AB}^6+r_{BC}^6)+\frac{2\rho_B^*}{k}\,r_{AB}^6r_{BC}^6 .$$

For equal spacing, $64r^6=4r^6+2\rho_B^*r^{12}/k$, hence $\rho_B^*=30k/r^6$. At 2.50 Å this is 0.700 s$^{-1}$, fifteen times the dipolar $\rho_B$, so the leakage has to be strong. It should also spare A, because leakage there would shrink the direct part further. This zero is much harder to observe than the bent one. The direct part is still only $+0.0077$, and the leakage has merely reduced the indirect part to $-0.0077$. Even if the relay were suppressed completely, A would gain only 0.8%. What happens around this zero depends on which proton you move. If B moves between fixed A and C, put $u=x-\tfrac12$. The right side minus the left, divided by $r_{AC}^6$, is then $(3.75-22.5)u^2$ to second order. It is negative on both sides, so $a$ touches zero at the midpoint without changing sign, and the outer zeros survive at $x=0.1096$ and $0.8904$. If instead only A moves, so that $r_{AB}=(1+e)r$ and $r_{BC}=r$, the right side minus the left, now without the division, is $180\,e\,r^6$ to first order, and $a$ does change sign: it is positive when A moves away from B and negative when it moves closer.

Leakage on A enters $\rho_A$, which appears only in the denominator of $a$. It shrinks the enhancement without moving a zero.

**Is cross-correlation a problem?**

Your concern is justified in general. When A flips alone, its couplings to B and C add as amplitudes. Squaring the sum produces a cross term proportional to $m_Bm_C$, where $m$ is the spin projection of a spectator. This term averages out of the simple rates, but it couples $A_z$ to the three-spin order $A_zB_zC_z$. A corresponding term couples $B_z$ to it.

Complete saturation of every C line removes the problem. The two C levels are then equally populated for each state of A and B, so $\langle A_zB_zC_z\rangle=0$. Two-spin orders do not enter either: the transition rates are unchanged when all three spins are inverted, so orders with an even number of spin factors do not mix with odd ones. I assume here that the three resonances are distinct, so that populations evolve separately from coherences.

A calculation with all eight spin-state populations, cross-correlation included, gives the same two collinear zeros. The protection is lost if saturation is partial. For equal spacing and a C flip rate of $0.5k/r_{AB}^6$, that calculation gives $a=-0.0722$, while the Solomon equations give $-0.0702$.

**If tumbling is slower**

Let $\sigma=\kappa\rho$ with the same $\kappa$ for every pair. The numerator condition becomes $\kappa r_{AC}^6=r_{AB}^6+r_{BC}^6$, which returns the earlier result at $\kappa=\tfrac12$. As $\kappa$ falls, the collinear zeros move inward and meet at equal spacing when $\kappa=1/32$. For negative $\kappa$ there is no zero: both B and C then reduce the A signal, so the direct and indirect parts have the same sign.

The numerical output below lists the rates and the enhancement at further positions along the line.

## Table of computed values

```
gamma = 2.67522e+04 rad/(s G); hbar = 1.05457e-27 erg s
tau_c = 10.0 ps; k = 5.6963e-48 cm^6/s = 5.6963 A^6/s
omega*tau_c at 400 MHz = 0.0251; sigma/rho there = 0.49934
pair probabilities (units k/r^6): W0 0.1000, W1 0.1500, W2 0.6000
t at null = 0.611206
x at nulls, closed form: 0.109102 and 0.890898
x at nulls, eight levels: 0.109102 and 0.890898
2^(-1/6) = 0.890899; distance ratio at null = 8.1658
Null, B near C: r_AB 14.698, r_BC 1.800, r_AC 16.498 A
  rho_A 8.4736e-07, rho_B 1.6748e-01 1/s
  sigma_AB 2.8245e-07, sigma_BC 8.3739e-02, sigma_AC 1.4123e-07 1/s
  direct +1.6667e-01, indirect -1.6667e-01
  a = +0.00000 (fraction), b = +0.50000 (fraction)
  slowest settling time = 1.1801e+06 s = 1.3659e+01 days
  with leakage 0.01 1/s on A: direct part = 1.412e-05
Null, B near A: r_AB 1.800, r_BC 14.698, r_AC 16.498 A
  rho_A 1.6748e-01, rho_B 1.6748e-01 1/s
  sigma_AB 8.3739e-02, sigma_BC 2.8245e-07, sigma_AC 1.4123e-07 1/s
  direct +8.4326e-07, indirect -8.4326e-07
  a = +0.00000 (fraction), b = +0.00000 (fraction)
  slowest settling time = 1.1942e+01 s = 1.3822e-04 days
Equal spacing: r_AB 2.500, r_BC 2.500, r_AC 5.000 A
  rho_A 2.3697e-02, rho_B 4.6664e-02 1/s
  sigma_AB 1.1666e-02, sigma_BC 1.1666e-02, sigma_AC 1.8228e-04 1/s
  direct +7.6923e-03, indirect -1.3927e-01
  a = -0.13158 (fraction), b = +0.28289 (fraction)
  slowest settling time = 5.3162e+01 s = 6.1530e-04 days
  leakage on B that cancels a = 0.7000 1/s
  other nulls at that leakage: x = 0.10959 and 0.89041
Bend angle ABC at null, equal neighbours = 78.094 deg
  r_AC at that angle = 3.1498 A
Most negative a on the line = -0.20126 at x = 0.6043
Enhancement of A along the line (x: a as fraction)
  0.05: +3.3314e-09
  0.20: -3.8687e-05
  0.35: -6.6370e-03
  0.50: -1.3158e-01
  0.65: -1.9294e-01
  0.80: -9.4183e-02
  0.95: +6.7746e-02
Partial saturation, equal spacing, C flip rate 0.5 k/r_AB^6:
  a with cross-correlation -0.07219, Solomon -0.07017
Full saturation: -0.13158 and -0.13158
```
